# Orbital moment of a Bloch wave packet and its magnetic energy, part 2

The task is to place the lowest levels of a two-dimensional crystal, with band minima at $\pm\mathbf K$, in a field $B$ along $z$. The band energy $E(\mathbf k)$ lacks a term $-mB$, where $m=m_z$ is the orbital moment of the Bloch state. In Hartree atomic units the electron has charge $-1$ and $\mu_B=1/2$; spin is left out, $\epsilon_{xy}=-\epsilon_{yx}=1$, and repeated $a,b$ are summed. The field turns $H=\tfrac12p^2+V$ into $H_B$ through (section 2, $\mathbf A=\tfrac12\mathbf B\times\mathbf r$)

$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2=\tfrac12p^2+\tfrac B2(xp_y-yp_x)+\tfrac{B^2}{8}(x^2+y^2).$$

The periodic factor $u$ obeys $H_{\mathbf k}u=Eu$, with $\mathbf v=\partial_{\mathbf k}H_{\mathbf k}$ and $v^\pm=v^x\pm iv^y$. A packet $W$ in band $n$ has amplitude $a=|a|e^{i\theta}$ of width $\sigma$ about $\mathbf k_c$, centre $\mathbf r_c$, mean velocity $\bar{\mathbf v}$ and self-rotation moment $\mu_W$; $\delta\mathbf k=\mathbf k-\mathbf k_c$. With the Berry connection $\boldsymbol{\mathcal A}=i\langle u|\partial_{\mathbf k}u\rangle$ and curvature $\Omega=\partial_x\mathcal A_y-\partial_y\mathcal A_x$,

$$\mathbf r_c=\int\big[ia^*\partial a+|a|^2\,i\langle u|\partial u\rangle\big]=\int|a|^2\,\mathbf x(\mathbf k),\qquad \mathbf x=\boldsymbol{\mathcal A}-\partial_{\mathbf k}\theta .\tag{4}$$

$$v_b|u\rangle=(\partial_bE)|u\rangle-(H_{\mathbf k}-E)|\partial_bu\rangle .\tag{5}$$

$$\mu_W=\int|a|^2\,m_z(\mathbf k)\;-\;\frac12\int|a|^2\,\big[(\mathbf x-\mathbf r_c)\times\partial_{\mathbf k}E\big]_z ,\tag{6}$$

$$m_z=\tfrac12\,\mathrm{Im}\big[\langle\partial u|\times(H-E)|\partial u\rangle\big]_z=\mathrm{Im}\,\langle\partial_xu|(H_{\mathbf k}-E)|\partial_yu\rangle .\tag{7}$$

$$m_z=\mathrm{Im}\sum_{l\ne n}\frac{v^x_{nl}}{E_n-E_l}\,(E_l-E_n)\,\frac{v^y_{ln}}{E_n-E_l}=\sum_{l\neq n}\frac{\mathrm{Im}(v^x_{nl}v^y_{ln})}{E_l-E_n}\equiv\sum_{l\ne n}m_l .\tag{8}$$

$$\Omega=-2\sum_{l\ne n}\frac{m_l}{E_l-E_n}.\tag{9}$$

The last term of (6) is the envelope term $\mu_{\rm env}$. In the vortex envelope, $a\propto(\delta k_x+i\delta k_y)e^{-\delta k^2/4\sigma^2}$, $-\epsilon_{ab}\partial_a\theta\,\delta k_b=1$ however small $\sigma$ is, so a condition on $\theta$ is needed too. Real $V$ gives $m(-\mathbf k)=-m(\mathbf k)$; inversion symmetry gives $m(-\mathbf k)=m(\mathbf k)$.

The model is a triangular lattice of constant $a=6$ bohr with $V=2V_0\sum_{j=1}^3\cos(\mathbf G_j\cdot\mathbf r+\varphi)$, $\varphi=20^\circ$, in 27 plane waves; the band is the second, at $\mathbf K=(4\pi/3a,0)$. The three-wave limit uses $\mathbf Q_s=K(\cos\tfrac{2\pi s}3,\sin\tfrac{2\pi s}3)$, $s=0,1,2$, with $\mathbf Q_1-\mathbf Q_0=-\mathbf G_1$ and cyclically, coefficients $\omega^{js}/\sqrt3$, $\omega=e^{2\pi i/3}$, and energies $E_j=\tfrac12K^2+2V_0\cos(\varphi+2\pi j/3)$; $j=1,2,0$ are bands 1, 2, 3. With $g_1$, $g_2$ the gaps below and above band 2 and $m^*$ the effective mass,

$$m(\mathbf K)\simeq-\frac{K^2}4\Big(\frac1{g_1}+\frac1{g_2}\Big),\qquad \frac1{m^*}\simeq1+\frac{K^2}2\Big(\frac1{g_1}-\frac1{g_2}\Big).\tag{10}$$

At $V_0=0.1$ Ha the full calculation gives $g_1=0.143684$ Ha, $g_2=0.168146$ Ha and

$$m(\mathbf K)=-0.82728-0.69996-0.00223=-1.5295\ \text{a.u.}=-3.059\,\mu_B ,$$

the three numbers being the parts from band 1, band 3 and all higher bands. The derivative form (7), from finite differences of eigenvectors, is tested against (8) to $10^{-5}$ a.u. at $\mathbf K$ and at $\mathbf k_g=\mathbf K+(0.06,0.03)$ bohr$^{-1}$, where $m=-1.32546$, both in a smooth gauge and after twisting it by $\chi=3k_x-7k_y+5k_xk_y$; identity (5) for $b=y$ and the vanishing real part of the cross product are tested along the way. The symmetry statements are tested at $\mathbf k_g$: $m(-\mathbf k_g)=+1.32546$, and $m=0$ at $\varphi=0$.

The three-wave formulas behave unevenly at this $V_0$. They give $m=-1.5756$, 3% larger in size than the full value, but $1/m^*=1.9624$ against the full $1.21245$. The cause is mainly the gaps (the full gaps put into (10) give $1/m^*\approx1.25$), which are $0.11848$ and $0.22267$ Ha in three waves. Second-order coupling accounts for the direction and the approximate size of their change. The waves $-2\mathbf Q_s$ lie $3K^2/2=6\times0.12185=0.731$ Ha higher. Using $\mathbf Q_0+\mathbf Q_1+\mathbf Q_2=0$, one has $-2\mathbf Q_0-\mathbf Q_1=\mathbf G_3$ and $-2\mathbf Q_0-\mathbf Q_2=-\mathbf G_1$, so the amplitude from state $j$ is $V_0(e^{i\varphi}\omega^j+e^{-i\varphi}\omega^{2j})/\sqrt3=(2V_0/\sqrt3)\cos(\varphi+2\pi j/3)$. Three such waves lower $E_j$ by $4V_0^2\cos^2(\varphi+2\pi j/3)/0.731$, which is about 0.032, 0.002 and 0.048 Ha for bands 1, 2 and 3. The remaining neighbours of each $\mathbf Q_s$, at $|\mathbf Q|^2=7K^2$, couple to one $\mathbf Q_s$ each and shift all $j$ alike at this order. The estimate is $g_1\approx0.149$ and $g_2\approx0.176$ Ha, a few per cent above the computed gaps. The moment depends on $1/g_1+1/g_2$, which goes from $8.44+4.49=12.93$ to $6.96+5.95=12.91$, while the mass depends on the difference, which falls from 3.95 to 1.01. The good value of $m$ from (10) thus rests on a compensation between the two gaps at these parameters.

The threefold symmetry holds beyond three waves: each band state at $\mathbf K$ has a label $j$, and $v^\pm$ changes it by $\pm1$. Each $l$ is reached by at most one of $v^\pm$, so $|v^x_{ln}|^2=|v^\pm_{ln}|^2/4=|\mathrm{Im}(v^x_{nl}v^y_{ln})|$ and its share of $1/m^*$ is $\pm2|m_l|$, plus for a band below and minus for a band above. Then $1+2(0.82728)-2(0.69996)=1.2546$, and the printed $1.21245$ leaves $-0.042$ for the higher bands, negative as it must be. Their $|m_l|$ sum to 0.021 while their signed sum is $-0.002$.

## 7. The narrow limit

Take $|a|^2$ Gaussian, $a\propto e^{i\theta}e^{-\delta k^2/4\sigma^2}$, so $\langle\delta k_a\delta k_b\rangle=\sigma^2\delta_{ab}$; for constant $\theta$ the envelope has a spatial standard deviation $1/2\sigma$ per direction. Taylor expansion of the band average gives $m(\mathbf k_c)+\tfrac12\sigma^2\nabla^2m+O(\sigma^4)$. In the envelope term, the constant part of $\partial E$ drops out because $\int|a|^2(\mathbf x-\mathbf r_c)=0$ by (4). Expanding both factors to first order in $\delta\mathbf k$,

$$\mu_{\rm env}=-\tfrac12\sigma^2\,\epsilon_{ab}\sum_c(\partial_cx_a)(\partial_c\partial_bE)+O(\sigma^4).\tag{11}$$

This tends to zero provided $\sigma^2\partial\partial\theta\to0$ in a smooth gauge, which is the condition found missing in section 3. Under it, $\mu_W\to m(\mathbf k_c)$. The error is of order $\sigma^2$ if the derivatives of $\theta$ stay bounded as $\sigma\to0$; a phase whose curvature grows as $1/\sigma$ can leave an error of order $\sigma$.

Free evolution in time does not spoil the result, although it makes $\theta$ vary ever faster. It adds $-Et$ to $\theta$, hence $t\,\partial E$ to $\mathbf x$ and $t\bar{\mathbf v}$ to $\mathbf r_c$, and the added envelope term is $-\tfrac t2\int|a|^2(\partial E-\bar{\mathbf v})\times\partial E=+\tfrac t2\bar{\mathbf v}\times\bar{\mathbf v}=0$.

At an isotropic minimum $\partial_c\partial_bE=\delta_{cb}/m^*$, and $\epsilon_{ab}\partial_bx_a=-\Omega$ for smooth $\theta$, so (11) becomes $\mu_{\rm env}=\sigma^2\Omega/2m^*$. For the vortex envelope the algebra of section 3 with $\partial E=\delta\mathbf k/m^*$ gives $\mu_{\rm env}\to-1/2m^*$.

The program builds packets on a real-space grid, applies $\mathbf p$ by Fourier transform and multiplies by $\mathbf r-\mathbf r_c$ directly, for $\sigma=0.02$ and $0.01$ bohr$^{-1}$ (widths 25 and 50 bohr). In all six packets the centre is tested against (4) and the moment against the right side of (6), the latter to $10^{-5}$ a.u. At $\mathbf K$ the moments are $-1.49123=-1.49066-0.00057$ and $-1.51967=-1.51949-0.00018$. Their deviations from $m(\mathbf K)=-1.52947$ are $0.03824$ and $0.00980$, in the ratio 3.90, near the 4 of a $\sigma^2$ law. Removing that term,

$$\tfrac13\big[4(-1.51967)-(-1.49123)\big]=-1.52915 ,$$

which differs from $m(\mathbf K)$ by 0.02% of it. At $\mathbf k_g$ the same steps give $-1.32534$ against $-1.32546$, ratio 3.94. The vortex packet at $\mathbf K$ extrapolates to $-2.13468$ against $-1.52947-0.60622=-2.13569$, ratio 3.86, with an envelope part of $-0.59913$ and $-0.60449$ that does not shrink with $\sigma$. The assertions require agreement within 0.5% and a ratio between 3.3 and 4.7.

As a check on (11), equation (9) with the two nearest bands gives $\Omega\approx-2[0.82728/0.143684-0.69996/0.168146]=-2[5.758-4.163]=-3.19$ bohr$^2$; the higher bands can change this by less than $2(0.021)/0.168=0.25$. Then $\mu_{\rm env}\approx-3.19\times0.606\,\sigma^2$, which is $-0.00019$ and $-0.00077$, against the printed $-0.00018$ and $-0.00057$. The narrow packet agrees. The wide one has a sizeable higher-order part, which (11) does not describe and whose origin is not analysed here.

## 8. Switching on the field

Let the gauge origin be any point $\mathbf r_g$ and split the vector potential at the packet centre:

$$\mathbf A(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf r_g)=\mathbf A_c+\delta\mathbf A,\qquad \mathbf A_c=\mathbf A(\mathbf r_c),\qquad\delta\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf r_c).$$

The constant $\mathbf A_c$ has no physical effect but can be large, and the label $\mathbf k_c$ has to be defined so that it is immune to it. Take $\widetilde W=e^{-i\mathbf A_c\cdot\mathbf r}W$, which has the same density and centre as $W$. Since $\mathbf p\,e^{-i\mathbf A_c\cdot\mathbf r}=e^{-i\mathbf A_c\cdot\mathbf r}(\mathbf p-\mathbf A_c)$,

$$(\mathbf p+\mathbf A)\widetilde W=e^{-i\mathbf A_c\cdot\mathbf r}(\mathbf p+\delta\mathbf A)W .$$

The canonical wave vector of $\widetilde W$ is $\mathbf q=\mathbf k_c-\mathbf A_c$, so $\mathbf k_c=\mathbf q+\mathbf A(\mathbf r_c)$ is the gauge-invariant crystal momentum. The expansion of section 2, with $\mathbf r_c$ as origin, gives

$$\langle\widetilde W|H_B|\widetilde W\rangle=\int|a|^2E+\frac B2\big\langle[(\mathbf r-\mathbf r_c)\times\mathbf v]_z\big\rangle+\frac{B^2}8\langle|\mathbf r-\mathbf r_c|^2\rangle .$$

The middle term is $-\mu_WB$. For a narrow packet with smooth phase, to first order in $B$,

$$\mathcal E(\mathbf k_c)=E(\mathbf k_c)-\mathbf m(\mathbf k_c)\cdot\mathbf B .\tag{12}$$

The last term sets the range of validity. For the Gaussian envelope $\langle|\mathbf r-\mathbf r_c|^2\rangle\approx2/(2\sigma)^2$, so the term is $B^2/16\sigma^2$ and grows as the packet narrows in $\mathbf k$. Each component of $\delta\mathbf A$ has a root mean square of about $B/4\sigma$. The admixture of a neighbouring band by $\delta\mathbf A\cdot\mathbf v$ therefore changes the energy at second order by about $2(Bv/4\sigma)^2/g$ in size, with $v$ one component of the interband velocity, and this scales the same way. The limits therefore do not commute: $B\to0$ comes first. In terms of the magnetic length $\ell=B^{-1/2}$ the packet must be small compared with $\ell$ and yet narrow in $\mathbf k$ compared with the scale, of order $g/v$, on which $m$ varies. Such a window needs $1/\ell\ll g/v$, that is $Bv^2/g\ll g$. By (8) the neighbouring band's contribution to $|m|B$ is then also small compared with $g$; a small total $m$ alone does not guarantee the window, since $m$ can vanish by symmetry. For $B=10^{-4}$ and $\sigma=0.02$ the quadratic term is $10^{-8}/0.0064=1.6\times10^{-6}$ Ha, about 1% of $|m(\mathbf K)|B=1.5\times10^{-4}$ Ha.

If the phase factor is left out, the linear term is $\tfrac B2\langle(\mathbf r-\mathbf r_g)\times\mathbf v\rangle_z=-\mu_WB+\tfrac B2[(\mathbf r_c-\mathbf r_g)\times\bar{\mathbf v}]_z$. The extra piece equals $\mathbf A_c\cdot\bar{\mathbf v}$, the change of $E$ when the crystal momentum moves by $\mathbf A_c$; it reflects holding $\mathbf q$ fixed instead of $\mathbf k_c$.

The program evaluates $\langle H_B\rangle$ on the grid at $B=\pm10^{-4}$ for the $\sigma=0.02$ packet at $\mathbf k_g$, with $\mathbf r_g=(40,-25)$ bohr. With the phase factor $dE/dB=1.30028$, tested to $10^{-5}$ against minus the right side of (6), which is $1.29984+0.00044$. Without it, $\mathbf r_c-\mathbf r_g=(-40.0025,\,25.0012)$ bohr and $\bar{\mathbf v}=(0.04329,\,0.07004)$ give $\tfrac12[-40.0025\times0.07004-25.0012\times0.04329]=-1.942$, and the slope is tested to be $1.30028-1.94201=-0.64173$. Its sign and size are set by the choice of $\mathbf r_g$.

The locality of $V$ was used only in the coupling to the field; section 4 needs just $\mathbf v=\partial_{\mathbf k}H_{\mathbf k}$. If a nonlocal kernel $H(\mathbf r,\mathbf r')$ is coupled by the phase $\exp(-i\int_{\mathbf r'}^{\mathbf r}\mathbf A\cdot d\mathbf l)$ along the straight line, a linear $\mathbf A$ makes the integral $\tfrac12[\mathbf A(\mathbf r)+\mathbf A(\mathbf r')]\cdot(\mathbf r-\mathbf r')$. The kernel of $i[H,\mathbf r]$ is $-i(\mathbf r-\mathbf r')H$, so the linear term is $\tfrac12(\mathbf A\cdot\mathbf v+\mathbf v\cdot\mathbf A)$ and (12) stands. A path that encloses a net flux with the straight line changes the phase and can add terms. This case is not among the tests.

## 9. The same term in the exact spectrum

An expectation value in a constructed packet is one step removed from a measurable level. Landau levels at the band minimum close that step. Let $\boldsymbol\pi=\mathbf p+\mathbf A$; then $[\pi_x,\pi_y]=-i(\partial_xA_y-\partial_yA_x)=-iB$, a sign the program tests symbolically. Write $\psi=\sum_{\mathbf G}e^{i(\mathbf K+\mathbf G)\cdot\mathbf r}F_{\mathbf G}(\mathbf r)$. Since $\boldsymbol\pi\,e^{i\mathbf Q\cdot\mathbf r}F=e^{i\mathbf Q\cdot\mathbf r}(\mathbf Q+\boldsymbol\pi)F$ and $V$ shifts $\mathbf G$, $\psi$ solves the Schrödinger equation whenever

$$\tfrac12(\mathbf K+\mathbf G+\boldsymbol\pi)^2F_{\mathbf G}+\sum_{\mathbf G'}V_{\mathbf G-\mathbf G'}F_{\mathbf G'}=E\,F_{\mathbf G}.\tag{13}$$

This is $H_{\mathbf K+\boldsymbol\pi}$, the plane-wave matrix with $\delta\mathbf k$ replaced by a non-commuting operator, and no expansion in $B$ has been made.

In the basis of band states at $\mathbf K$ the matrix is $E_l\delta_{ll'}+\boldsymbol\pi\cdot\mathbf v_{ll'}+\tfrac12\pi^2\delta_{ll'}$. The diagonal $\mathbf v_{nn}$ is a vector invariant under the threefold rotation and vanishes. The equation for $l\ne n$ gives $F_l=(\boldsymbol\pi\cdot\mathbf v_{ln})F_n/(E_n-E_l)$ at lowest order in $\pi$, and substituting it in the equation for $F_n$, with operator order kept,

$$H_{\rm eff}=E_n+\tfrac12\pi^2+\pi_a\pi_b\sum_{l\ne n}\frac{v^a_{nl}v^b_{ln}}{E_n-E_l}.$$

Conjugating $v^a_{nl}v^b_{ln}$ exchanges $a$ and $b$, so its real part is symmetric and its imaginary part antisymmetric. The symmetric part joins $\tfrac12\pi^2$ to give the inverse mass tensor $\delta_{ab}+2\sum_l\mathrm{Re}(v^a_{nl}v^b_{ln})/(E_n-E_l)$, which the threefold symmetry makes a multiple $1/m^*$ of the unit tensor; the value is tested against the curvature of $E(\mathbf k)$ along $x$ and along $y$. The antisymmetric part would vanish for commuting $\delta\mathbf k$, which is why $E(\mathbf k)$ does not contain it. Here it gives

$$i\,[\pi_x,\pi_y]\sum_{l\neq n}\frac{\mathrm{Im}(v^x_{nl}v^y_{ln})}{E_n-E_l}=i(-iB)(-m)=-mB ,$$

with $m$ from (8), in agreement with (12). Define $c=(\pi_x-i\pi_y)/\sqrt{2B}$; then $[c,c^\dagger]=2i[\pi_x,\pi_y]/2B=1$ and $\pi^2=B(2c^\dagger c+1)$, so

$$E_j=E_n+(j+\tfrac12)\frac B{m^*}-mB+O(B^2).\tag{14}$$

Quartic terms in $\pi$ are of order $B^2$. Cubic terms change $j$ by an odd number, have no diagonal element, and enter at order $(B^{3/2})^2/B=B^2$. The vortex term of section 7 also finds its place: in the symmetric gauge $\pi^2/2m^*$ has the linear part $BL_z/2m^*$, which is minus $B$ times the envelope moment $-1/2m^*$ for $L_z=1$. Rotation of the envelope is already counted in $E(\boldsymbol\pi)$, and $m$ is what must be added to it.

The program diagonalizes (13) in 27 plane waves times 24 oscillator states. These reach $|\pi|\approx\sqrt{47B}$, about 0.07 bohr$^{-1}$ at $B=10^{-4}$ and 0.10 at twice that, far short of the other valley at a distance $K=0.70$, so each valley is obtained separately and the sign of $m$ is exposed; tunnelling between valleys is thereby neglected. Reducing the basis to 18 oscillator states is tested to move the lowest $\mathbf K$ level by less than $10^{-9}$ Ha. If $L_j(B)=E_j-E_n=s_jB+c_jB^2$, then $2L_j(B)/B-L_j(2B)/2B=s_j$, and (14) gives $1/m^*=s_1-s_0$ and $m=-(\tfrac32s_0-\tfrac12s_1)$. No Bloch derivative enters this route. It yields $m=-1.52944$ at $\mathbf K$ and $+1.52949$ at $-\mathbf K$, against $\mp1.52947$ from (8), tested to $10^{-3}$, and $1/m^*=1.21259$ and $1.21249$ against $1.21245$, tested to $2\times10^{-3}$.

## 10. Numbers for the decision

At $B=10^{-4}$ a.u. $=23.51$ T, with 1 Ha $=27211.39$ meV, the cyclotron energy is $B/m^*=1.21245\times10^{-4}$ Ha $=3.2992$ meV, half of which is $1.6496$ meV. The shift at $\mathbf K$ is $-mB=+1.5295\times10^{-4}$ Ha $=+4.1619$ meV, and at $-\mathbf K$ it is the negative of that. Measured from the zero-field band edge, (14) gives

- valley $\mathbf K$: $1.6496+4.1619=5.8115$ meV and $5.8115+3.2992=9.111$ meV; from (13), 5.7870 and 9.0185 meV;
- valley $-\mathbf K$: $1.6496-4.1619=-2.5123$ meV and $-2.5123+3.2992=0.787$ meV; from (13), $-2.5104$ and 0.7739 meV.

By (14) the lowest level falls below the band edge when $m>1/2m^*$; here $1.529>0.606$ at $-\mathbf K$, and both the inequality and the negative level are asserted. The second level of $-\mathbf K$ also lies below the first level of $\mathbf K$, so omitting $m$ would misorder the levels as well as shift them.

The valley splitting is $2|m|B=8.324$ meV in linear order and $5.7870+2.5104=8.297$ meV from (13), lower by 0.3% of the linear value. That this remainder is mainly of order $B^2$ is supported by the extrapolation of section 9, which removes such a term and recovers $m$ to a few parts in $10^5$. Its size is comparable to $2|m|B/g_1=3.06\times10^{-4}/0.1437=0.2\%$; the coefficient was not derived. For scale, a free-spin splitting $2\mu_BB$ is $10^{-4}$ Ha $=2.72$ meV, a third of the valley splitting, which corresponds to a valley $g$ factor $2\times3.059=6.1$ in this model.

The rule for a calculation follows from (8) and the symmetries. If the crystal has inversion and time reversal and the band is non-degenerate, the term is zero. Time reversal alone makes it zero at a band edge where $-\mathbf k$ is equivalent to $\mathbf k$, such as $\mathbf k=0$, because $m(-\mathbf k)=-m(\mathbf k)$. Otherwise each neighbouring band contributes at most $|v^x_{nl}||v^y_{ln}|/g$, a bound reached at $\mathbf K$ through the threefold symmetry; this is to be compared with $1/2m^*$, and the term has to be computed from the velocity matrix elements, because bands above and below can cancel in the mass while adding in the moment, as bands 1 and 3 do here. Equation (12) gives the energy of one state; a thermodynamic magnetization also involves how the number of states depends on $B$, which has not been treated here. The program and its output follow.

## Table of computed values

```
mu_B = 0.500000 au; field unit = 235051.8 T; 1 Ha = 27211.39 meV
a = 6.0 bohr, V0 = 0.1 Ha, phi = 20 deg, plane waves = 27
|K| = 0.69813 1/bohr, K^2/4 = 0.12185 au, |G| = 1.20920 1/bohr
E1,E2,E3 at K = 0.051672 0.195356 0.363502 Ha
gaps g1,g2 = 0.143684 0.168146 Ha
three-wave g1,g2 (Ha), m, 1/m* (au) = 0.11848 0.22267 -1.5756 1.9624
V0=0.001 Ha: m full -157.42, three-wave -157.56 au
m(K) parts: band1 -0.82728, band3 -0.69996, rest -0.00223 au
m(K) = -1.52947 au = -3.0589 mu_B; finite difference -1.52946 au
1/m* = 1.21245 au, m* = 0.82478 au, 1/(2m*) = 0.60622 au
kgen = K+(0.06,0.03) 1/bohr: m = -1.32546 au; finite difference -1.32546 au
m(-kgen) = 1.32546 au; |m(kgen)| at phi=0: 0e+00 au
K sigma=0.02 1/bohr: moment -1.49123, <m> -1.49066, envelope -0.00057 au
K sigma=0.01 1/bohr: moment -1.51967, <m> -1.51949, envelope -0.00018 au
K: sigma->0 -1.52915, predicted -1.52947 au, error ratio 3.90
kgen sigma=0.02 1/bohr: moment -1.30028, <m> -1.29984, envelope -0.00044 au
kgen sigma=0.01 1/bohr: moment -1.31908, <m> -1.31895, envelope -0.00013 au
kgen: sigma->0 -1.32534, predicted -1.32546 au, error ratio 3.94
  gauge origin [ 40. -25.] bohr, r_c = (-0.0025, 0.0012) bohr
  <v> = (0.04329, 0.07004) au
  dE/dB with phase 1.30028, without -0.64173, drift -1.94201 au
K vortex sigma=0.02 1/bohr: moment -2.05238, <m> -1.45325, envelope -0.59913 au
K vortex sigma=0.01 1/bohr: moment -2.11411, <m> -1.50962, envelope -0.60449 au
K vortex: sigma->0 -2.13468, predicted -2.13569 au, error ratio 3.86
B = 0.0001 au = 23.51 T; B/m* = 3.2992 meV
valley K: levels-E2 = 5.7870 9.0185 meV; linear 5.8115 9.1108 meV
valley K: Landau 1/m* = 1.21259, m = -1.52944; formula m = -1.52947 au
valley -K: levels-E2 = -2.5104 0.7739 meV; linear -2.5123 0.7870 meV
valley -K: Landau 1/m* = 1.21249, m = 1.52949; formula m = 1.52947 au
shift -mB at K = 1.5295e-04 Ha = 4.1619 meV
valley splitting: 2|m|B = 8.3238 meV, exact 8.2974 meV
```
